# Finding a Ferroelectric Switching Saddle from Forces with the Dimer Method: test program

```python
"""
Result under test: a dimer search that calls only forces finds the softest
direction of a polar-nonpolar energy surface and climbs from the polar well to
a first-order switching saddle without being told the final state.

Symbols
  x, y    polar and fully symmetric nonpolar oxygen amplitudes (nm)
  E(x,y)  = A x^2/2 - B x^4/4 + C x^6/6 + K/2 (y - G x^2)^2, eV per cell
  axis    unit vector of the dimer; HALF is half the dimer length (nm)
  push    force of an applied electric field along x (eV/nm)
Parameters are round model values in the rough regime of a hafnia film.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.ndimage import label

A, B, C, K, G = 80.0, 58000.0, 5.0e6, 1500.0, 4.0
HALF = 5.0e-4        # nm
MAX_STEP = 5.0e-3    # nm, limit on each component of a move
GAIN = 5.0e-4        # nm^2/eV, fixed gain of the plain translation rule
KICK = 4.0e-3        # nm, first displacement out of a minimum
WINDOW = 0.10        # nm, a search is abandoned beyond this distance


def energy(x, y):
    return A*x**2/2 - B*x**4/4 + C*x**6/6 + K*(y - G*x**2)**2/2


def force(point, push=0.0):
    x, y = point
    misfit = y - G*x**2
    slope = A*x - B*x**3 + C*x**5
    return np.array([-slope + 2*G*x*K*misfit + push, -K*misfit])


def rotate(point, axis, force_law):
    """Softest direction and both curvatures from four force calls."""
    perp = np.array([-axis[1], axis[0]])

    def hessian_times(direction):
        return (force_law(point - HALF*direction)
                - force_law(point + HALF*direction)) / (2*HALF)

    response = hessian_times(axis)
    c_start, b = response @ axis, response @ perp
    trial = (axis + perp)/np.sqrt(2)
    c_trial = hessian_times(trial) @ trial
    mean = c_trial - b
    a = c_start - mean
    angle = 0.5*np.arctan2(-b, -a)
    radius = np.hypot(a, b)
    new_axis = np.cos(angle)*axis + np.sin(angle)*perp
    return new_axis, mean - radius, mean + radius, (c_start, b, c_trial, angle)


def dimer_search(start, push=0.0, scaled=True, tol=1e-8, max_iter=3000):
    calls = [0]

    def counted_force(point):
        calls[0] += 1
        return force(point, push)

    point, axis = np.array(start, float), np.array([1.0, 0.0])
    history, converged = [], False
    for _ in range(max_iter):
        f = counted_force(point)
        axis, soft, stiff, _fit = rotate(point, axis, counted_force)
        history.append((point[0], point[1], soft, np.linalg.norm(f)))
        if np.linalg.norm(f) < tol and soft < 0:
            converged = True
            break
        if np.linalg.norm(point - start) > WINDOW:
            break
        perp = np.array([-axis[1], axis[0]])
        gain_soft = 1/max(abs(soft), 1e-9) if scaled else GAIN
        gain_stiff = 1/max(abs(stiff), 1e-9) if scaled else GAIN
        climb = np.clip(-(f @ axis)*gain_soft, -MAX_STEP, MAX_STEP)
        relax = np.clip((f @ perp)*gain_stiff, -MAX_STEP, MAX_STEP)
        point = point + climb*axis + (relax*perp if soft < 0 else 0.0)
    return dict(point=point, axis=axis, soft=soft, stiff=stiff, calls=calls[0],
                history=np.array(history), converged=converged)


def descend(start, push=0.0):
    flow = solve_ivp(lambda t, r: force(r, push), (0, 2.0), start,
                     method="LSODA", rtol=1e-8, atol=1e-11)
    assert flow.success
    return flow.y[:, -1]


# Derivatives taken symbolically from the energy, independent of force().
xs, ys, ts = sp.symbols("x y t", real=True)
expr = energy(xs, ys)
gradient = sp.lambdify((xs, ys), [sp.diff(expr, v) for v in (xs, ys)])
hess_fn = sp.lambdify((xs, ys), sp.hessian(expr, (xs, ys)))


def hessian(point):
    return np.array(hess_fn(*point), float)


rng = np.random.default_rng(4)
for _ in range(40):
    p = np.array([rng.uniform(0.02, 0.11), rng.uniform(0.0, 0.05)])
    assert np.allclose(force(p), -np.array(gradient(*p)), atol=1e-9)
    theta = rng.uniform(0, np.pi)
    n, low, high, _fit = rotate(p, np.array([np.cos(theta), np.sin(theta)]), force)
    values, vectors = np.linalg.eigh(hessian(p))
    # Tolerances allow for the finite dimer length.
    assert abs(low - values[0]) < 0.5 and abs(high - values[1]) < 0.5
    assert abs(n[0]*vectors[1, 0] - n[1]*vectors[0, 0]) < 1e-3

# Closed-form stationary points.
root = np.sqrt(B**2 - 4*A*C)
x_saddle, x_polar = np.sqrt((B - root)/(2*C)), np.sqrt((B + root)/(2*C))
polar = np.array([x_polar, G*x_polar**2])
saddle_formula = np.array([x_saddle, G*x_saddle**2])


def relaxed_curvature(x):
    return A - 3*B*x**2 + 5*C*x**4


for p in (polar, saddle_formula):
    assert np.linalg.norm(gradient(*p)) < 1e-9
    assert np.isclose(np.linalg.det(hessian(p)), K*relaxed_curvature(p[0]), rtol=1e-8)
assert np.all(np.linalg.eigvalsh(hessian(polar)) > 0)

# First leg: out of the polar well, by two translation rules.
start = polar - np.array([KICK, 0.0])
first_fit = rotate(start, np.array([1.0, 0.0]), force)
leg1 = dimer_search(start)
plain = dimer_search(start, scaled=False)
for run in (leg1, plain):
    assert run["converged"]
    assert np.allclose(run["point"], saddle_formula, atol=1e-7)
saddle = leg1["point"]
h_saddle = hessian(saddle)
eig_saddle, vec_saddle = np.linalg.eigh(h_saddle)
assert eig_saddle[0] < 0 < eig_saddle[1]
shrink_seen = plain["history"][-1, 3]/plain["history"][-2, 3]
shrink_formula = 1 - GAIN*abs(eig_saddle[0])
assert abs(shrink_seen - shrink_formula) < 1e-3
assert leg1["calls"] < plain["calls"]

# Error of the dimer curvature against the fourth derivative along the axis.
soft_axis = vec_saddle[:, 0]
line = sp.expand(energy(saddle[0] + ts*soft_axis[0], saddle[1] + ts*soft_axis[1]))
fourth = float(sp.diff(line, ts, 4).subs(ts, 0))
wide = 2.0e-3
c_wide = (force(saddle - wide*soft_axis) - force(saddle + wide*soft_axis)) @ soft_axis/(2*wide)
assert np.isclose(c_wide - eig_saddle[0], wide**2*fourth/6, rtol=0.01)

# Descent identifies the states joined by the saddle.
ends = sorted([descend(saddle + s*1e-3*soft_axis) for s in (1, -1)], key=lambda r: r[0])
assert np.allclose(ends[0], [0, 0], atol=1e-5)
assert np.allclose(ends[1], polar, atol=1e-5)

# Second leg: out of the discovered nonpolar state, continuing in -x.
leg2 = dimer_search(ends[0] - np.array([KICK, 0.0]))
assert leg2["converged"]
assert np.allclose(leg2["point"], saddle*np.array([-1, 1]), atol=1e-7)
ends2 = sorted([descend(leg2["point"] + s*1e-3*leg2["axis"]) for s in (1, -1)],
               key=lambda r: r[0])
assert np.allclose(ends2[0], polar*np.array([-1, 1]), atol=1e-5)
assert np.allclose(ends2[1], [0, 0], atol=1e-5)

# An outward first displacement climbs the wall and finds no saddle.
outward = dimer_search(polar + np.array([KICK, 0.0]))
assert not outward["converged"] and outward["soft"] > 0

# Global test: lowest flood level that joins the two polar wells.
gx, gy = np.linspace(-0.13, 0.13, 1041), np.linspace(-0.02, 0.08, 401)
grid_energy = energy(gx[:, None], gy[None, :])
iy = np.argmin(abs(gy - polar[1]))
iup, idown = np.argmin(abs(gx - x_polar)), np.argmin(abs(gx + x_polar))
low_level, high_level = -0.1, 0.3
for _ in range(20):
    level = (low_level + high_level)/2
    regions, _count = label(grid_energy <= level, structure=np.ones((3, 3)))
    if regions[iup, iy] == regions[idown, iy]:
        high_level = level
    else:
        low_level = level
e_polar, e_saddle = energy(*polar), energy(*saddle)
barrier = e_saddle - e_polar
flood_barrier = high_level - e_polar
assert abs(flood_barrier - barrier) < 2e-4   # grid spacing limits this

# Barrier with the nonpolar amplitude frozen at its polar-well value.
frozen_barrier = energy(np.linspace(-x_polar, x_polar, 4001), polar[1]).max() - e_polar
assert frozen_barrier > barrier
assert h_saddle[0, 0] > 0

# Electric field. Four oxygens each move x/2; Z_BORN is a rough charge size.
Z_BORN, CELL = 2.5, 0.134                   # e, nm^3
charge = 4*Z_BORN/2                         # e, dipole per unit x
polarization = charge*x_polar/CELL*sc.e*1e18   # C/m^2
small_field = 1.0                           # MV/cm
push = -charge*small_field*0.1              # eV/nm
biased = dimer_search(start, push=push)
assert biased["converged"]
bottom = descend(polar, push)
biased_barrier = (energy(*biased["point"]) - push*biased["point"][0]
                  - energy(*bottom) + push*bottom[0])
field_formula = (barrier - abs(push)*(x_polar - x_saddle)
                 + push**2/2*(1/abs(relaxed_curvature(x_saddle))
                              + 1/relaxed_curvature(x_polar)))
assert abs(biased_barrier - field_formula) < 3e-4  # third order in the field
x_limit = np.sqrt((3*B + np.sqrt(9*B**2 - 20*A*C))/(10*C))
push_limit = abs(A*x_limit - B*x_limit**3 + C*x_limit**5)
assert descend(polar, -0.98*push_limit)[0] > x_limit
assert descend(polar, -1.02*push_limit)[0] < -x_polar
intrinsic_field = push_limit/charge*10      # MV/cm

# Sizes of neglected effects.
BREAKDOWN = 5.0                             # MV/cm, rough
FILM, DEAD, EPS = 10.0, 0.5, 30.0           # nm, nm, relative permittivity
depol = polarization/(sc.epsilon_0*(EPS + EPS*FILM/DEAD))*1e-8   # MV/cm
depol_drop = charge*depol*0.1*(x_polar - x_saddle)
M_O, M_HF = 15.999, 178.49                  # atomic mass units
to_si = sc.e*1e18
mass = M_O*sc.atomic_mass
eig_polar = np.linalg.eigvalsh(hessian(polar))


def omega(curvature):
    return np.sqrt(abs(curvature)*to_si/mass)


crossover = sc.hbar*omega(eig_saddle[0])/(2*np.pi*sc.k)
moving_fraction = 4*M_O/(4*M_HF + 8*M_O)
mass_matrix = np.diag([1 - moving_fraction, 1.0])
crossover_recoil = sc.hbar*omega(eigh(h_saddle, mass_matrix)[0][0])/(2*np.pi*sc.k)
zero_point = sc.hbar/2*(omega(eig_saddle[1]) - omega(eig_polar).sum())/sc.e
T_USE = 358.0
kt = sc.k*T_USE/sc.e
prefactor = omega(eig_polar[0])*omega(eig_polar[1])/omega(eig_saddle[1])/(2*np.pi)
escape = prefactor*np.exp(-barrier/kt)
ten_years = 10*sc.Julian_year
cells_needed = np.log(prefactor*ten_years)*kt/barrier
grain_cells = FILM**3/CELL

print(f"A {A:g} eV/nm2, B {B:g} eV/nm4, C {C:g} eV/nm6")
print(f"K {K:g} eV/nm2, G {G:g} 1/nm")
print(f"half dimer {HALF:g} nm, step limit {MAX_STEP:g} nm, kick {KICK:g} nm")
print(f"polar well x, y: {polar[0]:.4f}, {polar[1]:.4f} nm; E {e_polar:.5f} eV")
print(f"curvatures at polar well: {eig_polar[0]:.1f}, {eig_polar[1]:.1f} eV/nm2")
c0, b0, c1, ang = first_fit[3]
f0 = force(start)
print(f"start x, y: {start[0]:.4f}, {start[1]:.4f} nm")
print(f"start force: {f0[0]:.4f}, {f0[1]:.4f} eV/nm")
print(f"first rotation c0, b, c1: {c0:.2f}, {b0:.2f}, {c1:.2f} eV/nm2")
print(f"first rotation angle {np.degrees(ang):.2f} degrees")
print(f"first axis: {first_fit[0][0]:.4f}, {first_fit[0][1]:.4f}")
print(f"first soft, stiff: {first_fit[1]:.2f}, {first_fit[2]:.2f} eV/nm2")
print("search: step, x nm, y nm, soft curvature eV/nm2, force eV/nm")
hist = leg1["history"]
turn = int(np.argmax(hist[:, 2] < 0))
last = len(hist) - 1
for i in sorted({0, 1, 2, turn - 1, turn, (turn + last)//2, last - 2, last - 1, last}):
    r = hist[i]
    print(f"  {i:3d} {r[0]:.6f} {r[1]:.6f} {r[2]:9.2f} {r[3]:.2e}")
print(f"first saddle x, y: {saddle[0]:.6f}, {saddle[1]:.6f} nm")
print(f"saddle energy above nonpolar state: {e_saddle:.5f} eV")
print(f"saddle curvatures: {eig_saddle[0]:.2f}, {eig_saddle[1]:.2f} eV/nm2")
print(f"saddle curvature along x alone: {h_saddle[0, 0]:.2f} eV/nm2")
print(f"dimer curvature error at saddle: {HALF**2*fourth/6:.4f} eV/nm2")
print(f"scaled rule: {last} moves, {leg1['calls']} force calls")
print(f"plain rule: {len(plain['history'])-1} moves, {plain['calls']} force calls")
print(f"plain gain {GAIN:g} nm2/eV")
print(f"shrink factor seen {shrink_seen:.5f}, formula {shrink_formula:.5f}")
print(f"second saddle x, y: {leg2['point'][0]:.6f}, {leg2['point'][1]:.6f} nm")
print(f"final state x, y: {ends2[0][0]:.4f}, {ends2[0][1]:.4f} nm")
print(f"outward run: stops at E - E_polar = {energy(*outward['point'])-e_polar:.2f} eV")
print(f"outward run: soft curvature {outward['soft']:.0f} eV/nm2, no saddle")
print(f"barrier {barrier:.5f} eV per cell = {barrier*sc.e/1e-21:.2f} zJ")
print(f"flood-level barrier {flood_barrier:.5f} eV per cell")
print(f"barrier with y frozen {frozen_barrier:.3f} eV per cell")
print(f"Born charge {Z_BORN:g} e, cell {CELL:g} nm3, charge per x {charge:g} e")
print(f"polarization {polarization*100:.1f} uC/cm2")
print(f"barrier at {small_field:g} MV/cm: {biased_barrier:.5f} eV")
print(f"second-order formula: {field_formula:.5f} eV")
print(f"intrinsic field {intrinsic_field:.2f}, rough breakdown {BREAKDOWN:g} MV/cm")
print(f"film {FILM:g} nm, dead layer {DEAD:g} nm, permittivity {EPS:g}")
print(f"depolarising field {depol:.2f} MV/cm, barrier drop {depol_drop:.3f} eV")
print(f"zero-point change of barrier {zero_point*1000:.1f} meV")
print(f"tunnelling crossover {crossover:.1f} K, with recoil {crossover_recoil:.1f} K")
print(f"temperature of use {T_USE:g} K, thermal energy {kt*1000:.2f} meV")
print(f"lone-cell prefactor {prefactor:.2e} 1/s, escape rate {escape:.2e} 1/s")
print(f"cells acting together for ten years: {cells_needed:.1f}")
print(f"10 nm grain: {grain_cells:.0f} cells, uniform barrier {grain_cells*barrier:.0f} eV")
print("finished without a failed check")
```

Running it gives:

```
A 80 eV/nm2, B 58000 eV/nm4, C 5e+06 eV/nm6
K 1500 eV/nm2, G 4 1/nm
half dimer 0.0005 nm, step limit 0.005 nm, kick 0.004 nm
polar well x, y: 0.1000, 0.0400 nm; E -0.21667 eV
curvatures at polar well: 440.7, 2859.3 eV/nm2
start x, y: 0.0960, 0.0400 nm
start force: 6.4787, -4.7040 eV/nm
first rotation c0, b, c1: 1447.00, -1152.00, 321.47 eV/nm2
first rotation angle 44.34 degrees
first axis: 0.7152, 0.6989
first soft, stiff: 321.17, 2625.78 eV/nm2
search: step, x nm, y nm, soft curvature eV/nm2, force eV/nm
    0 0.096000 0.040000    321.17 8.01e+00
    1 0.093003 0.037071    249.82 8.09e+00
    2 0.089273 0.033742    164.59 8.26e+00
    4 0.081320 0.027685      5.54 8.32e+00
    5 0.077134 0.024951    -61.55 8.05e+00
   10 0.056035 0.011749   -178.11 2.70e+00
   14 0.040065 0.006408   -123.04 1.93e-02
   15 0.040000 0.006400   -122.76 2.58e-05
   16 0.040000 0.006400   -122.76 5.88e-10
first saddle x, y: 0.040000, 0.006400 nm
saddle energy above nonpolar state: 0.03029 eV
saddle curvatures: -122.78, 1641.98 eV/nm2
saddle curvature along x alone: 19.20 eV/nm2
dimer curvature error at saddle: 0.0148 eV/nm2
scaled rule: 16 moves, 85 force calls
plain rule: 322 moves, 1615 force calls
plain gain 0.0005 nm2/eV
shrink factor seen 0.93861, formula 0.93861
second saddle x, y: -0.040000, 0.006400 nm
final state x, y: -0.1000, 0.0400 nm
outward run: stops at E - E_polar = 4.32 eV
outward run: soft curvature 1089 eV/nm2, no saddle
barrier 0.24696 eV per cell = 39.57 zJ
flood-level barrier 0.24697 eV per cell
barrier with y frozen 1.417 eV per cell
Born charge 2.5 e, cell 0.134 nm3, charge per x 5 e
polarization 59.8 uC/cm2
barrier at 1 MV/cm: 0.21799 eV
second-order formula: 0.21804 eV
intrinsic field 13.83, rough breakdown 5 MV/cm
film 10 nm, dead layer 0.5 nm, permittivity 30
depolarising field 1.07 MV/cm, barrier drop 0.032 eV
zero-point change of barrier -27.4 meV
tunnelling crossover 33.1 K, with recoil 34.3 K
temperature of use 358 K, thermal energy 30.85 meV
lone-cell prefactor 1.08e+13 1/s, escape rate 3.61e+09 1/s
cells acting together for ten years: 6.2
10 nm grain: 7463 cells, uniform barrier 1843 eV
finished without a failed check
```
